# The Wronskian in numerical integration of the radial Dirac pair

## Problem

An electron moves in a central potential $V(r)$. Hartree atomic units are used, so $c\approx137.036$, and the energy $E$ is measured from the rest energy. Let $P$ and $Q$ be $r$ times the large and small radial functions. They obey

$$
P'=-\frac{\kappa}{r}P+\frac{E-V+2c^2}{c}\,Q,\qquad
Q'=-\frac{E-V}{c}\,P+\frac{\kappa}{r}Q ,
$$

where $\kappa$ is the nonzero integer that labels angular momentum and parity. With $Y=(P,Q)^T$ this is $Y'=A(r)Y$,

$$
A=\begin{pmatrix}-\kappa/r & (E-V+2c^2)/c\\ -(E-V)/c & \kappa/r\end{pmatrix}.
$$

The nonrelativistic limit checks the signs. For $|E-V|\ll 2c^2$ the first equation gives $Q=(P'+\kappa P/r)/(2c)$. Inserted in the second, after multiplication by $2c$, this yields

$$
P''+\frac{\kappa}{r}P'-\frac{\kappa}{r^2}P=-2(E-V)P+\frac{\kappa}{r}P'+\frac{\kappa^2}{r^2}P .
$$

The $P'$ terms cancel, leaving $P''=[\kappa(\kappa+1)/r^2-2(E-V)]P$. This is the radial Schrödinger equation with $l(l+1)=\kappa(\kappa+1)$.

Two solutions at the same $E$ and $\kappa$ have the Wronskian $W=P_1Q_2-P_2Q_1$. Consider three ways to advance them by a step $h$:

- exponential midpoint, $Y(r+h)=e^{hA(r+h/2)}\,Y(r)$;
- the explicit midpoint method, a second-order Runge-Kutta method;
- the classical fourth-order Runge-Kutta method, RK4.

Take the model $V=-Z/r$ with $Z=50$, $\kappa=-1$, $E=100$ hartree. Integrate from $a=1$ to $b=21$ bohr in $N=500$ steps of $h=0.04$ bohr, starting from $(P_1,Q_1)=(1,0)$ and $(P_2,Q_2)=(0,1)$, so that $W=1$.

(a) What does the differential equation say about $W$, and what does $W$ mean physically?
(b) What does each method do to $W$?
(c) What does the behaviour of $W$ say about the accuracy of the solution?

## First estimate by scaling

Far out the potential is small and $E\ll 2c^2$, so the wave number is roughly $k\approx\sqrt{2E}=14.1$ bohr$^{-1}$. Then $kh\approx0.566$, $(kh)^4\approx0.102$ and $(kh)^6\approx0.0328$.

For constant $A$, a Runge-Kutta method of order $p$ reproduces the exponential series through the power $p$. The first omitted term has size $(kh)^{p+1}/(p+1)!$. The Wronskian combines two solutions whose phases run in opposite directions, $e^{ikr}$ and $e^{-ikr}$, so odd powers of $kh$ should cancel. For $p=2$ and $p=4$ the first omitted power is odd, and the next even power should set the drift. Its coefficient is unknown at this stage; I take $1/(p+1)!$ as its size. Over 500 steps,

$$
|\ln W|\sim 500\,\frac{0.102}{6}\approx 8.5\ \text{(explicit midpoint)},\qquad
|\ln W|\sim 500\,\frac{0.0328}{120}\approx 0.14\ \text{(RK4)}.
$$

This argument does not give the sign.

The exponential midpoint step omits no power of $hA$. Its error comes from freezing $A$ at the middle of the step. The step is symmetric about its midpoint, so its order is even. With $A$ varying over a distance of order $r$, I take $(h/a)^2=1.6\times10^{-3}$ as the size of the relative error. If $W$ shared this error, it would drift by about that much. Counting powers cannot tell whether it does.

## Exact solution

### The differential equation

Differentiate $W$ and insert $Y'=AY$ for both solutions:

$$
\begin{aligned}
W'={}&P_1'Q_2+P_1Q_2'-P_2'Q_1-P_2Q_1'\\
={}&(A_{11}P_1+A_{12}Q_1)Q_2+P_1(A_{21}P_2+A_{22}Q_2)\\
&-(A_{11}P_2+A_{12}Q_2)Q_1-P_2(A_{21}P_1+A_{22}Q_1)\\
={}&(A_{11}+A_{22})\,W .
\end{aligned}
$$

The terms with $A_{12}$ and $A_{21}$ cancel in pairs. Here $A_{11}+A_{22}=-\kappa/r+\kappa/r=0$, so $W$ is constant.

Equal energies matter. If the energies are $E_1$ and $E_2$, the off-diagonal terms no longer cancel. Both $A_{12}$ and $-A_{21}$ contain $E/c$, and what remains is

$$
W'=\frac{E_1-E_2}{c}\,(P_1P_2+Q_1Q_2).
$$

This identity also gives the physical meaning of $W$. Let $V$ be real and let $(P,Q)$ be a solution with complex energy $\varepsilon-i\Gamma/2$, whose density decays in time as $e^{-\Gamma t}$. Its complex conjugate solves the pair with energy $\varepsilon+i\Gamma/2$. Use these as solutions 1 and 2. Then $E_1-E_2=-i\Gamma$ and $W=PQ^*-P^*Q=-2i\,\mathrm{Im}(P^*Q)$, so

$$
\frac{d}{dr}\,2c\,\mathrm{Im}(P^*Q)=\Gamma\,(|P|^2+|Q|^2).
$$

The right side is the rate at which the radial density decreases. By the continuity equation, $J=2c\,\mathrm{Im}(P^*Q)$ is the outward radial current. Now return to real $E$ and combine two real solutions as $P=P_1+iP_2$, $Q=Q_1+iQ_2$. Then $\mathrm{Im}(P^*Q)=P_1Q_2-P_2Q_1$, hence $J=2cW$. A method that changes $W$ creates or destroys particle flux.

### The exponential midpoint step

Place the two solutions side by side as columns of a $2\times2$ matrix; $W$ is its determinant. A linear step multiplies this matrix by some $M$, and since the determinant of a product is the product of determinants, $W\to(\det M)\,W$. It remains to find $\det M$.

Write $\alpha=A_{11}=-A_{22}$, all taken at the midpoint. Then

$$
A^2=\begin{pmatrix}\alpha^2+A_{12}A_{21} & \alpha A_{12}-A_{12}\alpha\\ A_{21}\alpha-\alpha A_{21} & A_{21}A_{12}+\alpha^2\end{pmatrix}=m\,I,
$$

$$
m=\frac{\kappa^2}{r^2}-\frac{(E-V)(E-V+2c^2)}{c^2}.
$$

Even powers are therefore $A^{2j}=m^jI$ and odd powers $A^{2j+1}=m^jA$. The exponential series splits into

$$
e^{hA}=C\,I+S\,A,\qquad
C=\sum_{j\ge0}\frac{m^jh^{2j}}{(2j)!},\qquad
S=\sum_{j\ge0}\frac{m^jh^{2j+1}}{(2j+1)!}.
$$

- Real exponentials, $m=\mu^2>0$: $C=\cosh\mu h$, $S=\sinh(\mu h)/\mu$.
- Oscillation, $m=-k^2<0$: $C=\cos kh$, $S=\sin(kh)/k$.
- Borderline case, $m=0$: $C=1$, $S=h$.

In the runs below, the first case occurs where $E<V$ and the second where $E>V$. Close to the nucleus the sign of $m$ is no such guide: the term $\kappa^2/r^2$ can make $m$ positive even where $E>V$ and $l=0$.

The determinant is

$$
\det(CI+SA)=(C+S\alpha)(C-S\alpha)-S^2A_{12}A_{21}=C^2-mS^2 .
$$

In the three cases this is $\cosh^2\mu h-\sinh^2\mu h$, $\cos^2kh+\sin^2kh$ and $1-0$. Each equals 1. In exact arithmetic the step conserves $W$ for every $h$ and every potential that is finite at the midpoint. Neither a small $h$ nor equal steps were assumed.

The first step of the example has its midpoint at $r=1.02$ bohr. There $A_{11}=0.980392$, $A_{12}=275.159$ and $A_{21}=-1.08745$ bohr$^{-1}$, so

$$
m=0.9612-1.08745\times275.159=-298.26\ \text{bohr}^{-2},
$$

which gives $k=17.2702$ bohr$^{-1}$ and $kh=0.690809$. With $C=0.770731$ and $S=0.0368936$ bohr,

$$
M=\begin{pmatrix}0.806901&10.1516\\-0.0401199&0.734561\end{pmatrix},\qquad
\det M=0.592718+0.407282=1.000000 .
$$

### Explicit Runge-Kutta steps

Let $A$ be constant and traceless with $m\neq0$. Each stage of an explicit method applies $A$ to a combination of $Y$ and earlier stages, so the whole step is a polynomial, $M=R(hA)$. A consistent method has $R(z)=1+z+\dots$, hence $R$ is not constant. From $A^2=mI$ and zero trace, $hA$ has the two distinct eigenvalues $\pm z$ with $z^2=mh^2$, and

$$
\det M=R(z)R(-z).
$$

If $R$ has degree $s\ge1$ and leading coefficient $\rho$, this product has the leading term $(-1)^s\rho^2z^{2s}$. It is a non-constant polynomial in $h$ and can equal 1 at no more than finitely many step sizes. So no explicit Runge-Kutta method conserves $W$ for all traceless $A$ and all $h$. The Dirac matrix is not constant, but it approaches a constant one at large $r$.

For explicit midpoint $R=1+z+z^2/2$, and

$$
\det M=\Big(1+\frac{z^2}{2}\Big)^2-z^2=1+\frac{z^4}{4}.
$$

For RK4 applied to $y'=\lambda y$ with $z=\lambda h$, the stages divided by $\lambda y$ are $1$, $1+\frac z2$, $1+\frac z2+\frac{z^2}4$ and $1+z+\frac{z^2}2+\frac{z^3}4$. The weights $1,2,2,1$ over 6 give

$$
R=1+\frac z6\Big(6+3z+z^2+\frac{z^3}{4}\Big)=1+z+\frac{z^2}{2}+\frac{z^3}{6}+\frac{z^4}{24}.
$$

Separating even and odd parts,

$$
\begin{aligned}
\det M&=\Big(1+\frac{z^2}{2}+\frac{z^4}{24}\Big)^2-\Big(z+\frac{z^3}{6}\Big)^2\\
&=1+z^2+\frac{z^4}{3}+\frac{z^6}{24}+\frac{z^8}{576}-z^2-\frac{z^4}{3}-\frac{z^6}{36}
=1+\frac{z^6}{72}+\frac{z^8}{576}.
\end{aligned}
$$

Where $m<0$, $z^2=-q^2$ with $q=kh$. For constant $A$, explicit midpoint multiplies $W$ by $1+q^4/4$, so flux is created. RK4 multiplies it by

$$
1-\frac{q^6}{72}\Big(1-\frac{q^2}{8}\Big),
$$

which is below 1 for $0<q<2\sqrt2$, so flux is lost. At $q=2\sqrt2$ the factor happens to be 1, one of the isolated exceptions allowed above.

For the first step, $q=0.690809$ gives $1.0569$ and $0.998581$. The actual determinants are $1.0558$ and $0.998581$. The formulas are identities for constant $A$, so the difference in the first pair comes from the change of $A$ within the step. Its leading term is easy to find. With $A$ and $A'$ at the midpoint, the first stage uses $A-\frac h2A'+\dots$, which adds $-\frac{h^3}{4}AA'$ to $M$. Since $\mathrm{tr}\,A^2=2m$, $\mathrm{tr}(AA')=m'$, and $\det M$ changes by $-h^3m'/4$. Summed from $a$ to $b$ this gives $-\frac{h^2}{4}[m(b)-m(a)]\approx-23.7\,h^2$ in $\ln W$, with $h$ in bohr. The term is small at $h=0.04$ bohr, but it is of lower order than the $q^4/4$ term. Below roughly $h=10^{-4}$ bohr it dominates, and explicit midpoint then loses flux in this example, with a drift that scales as $h^2$.

## Comparison

Multiplying the local factors, with $k$ taken at each midpoint, predicts the final $W$ for the whole run:

| Method | Scaling, $\lvert\ln W\rvert$ | Product of factors, $W$ | Computed $W$ |
|---|---|---|---|
| explicit midpoint | 8.5 | $2.56\times10^6$ | $2.48\times10^6$ |
| RK4 | 0.14 | 0.7574 | 0.7574 |

The computed values correspond to $\ln W=14.7$ and $-0.278$. Scaling found the powers that dominate at this step size and came within a factor of about two. It fell short for two reasons: the true coefficients are $1/4$ and $1/72$ instead of $1/6$ and $1/120$, and the Coulomb attraction raises $k$ above 14.1 bohr$^{-1}$, to 17.3 in the first step. In physical terms RK4 loses 24% of the flux over 20 bohr.

For exponential midpoint the computed $W-1$ is $-1.0\times10^{-14}$, which is rounding. The scaling estimate of $10^{-3}$ fails here because the error of freezing $A$ replaces one traceless matrix by another, and the determinant does not notice.

### Where the estimate of order $h^2$ does apply

Suppose one integrates $G=P/r$ and $F=Q/r$ instead. Since $G'=P'/r-P/r^2$, and likewise for $F$, the matrix becomes $A-I/r$, with trace $-2/r$. The exact invariant is now $r^2(G_1F_2-G_2F_1)$. Because $I$ commutes with $A$, the exponential step at midpoint $\rho$ has determinant $e^{-2h/\rho}$. Over the range, the computed invariant is multiplied by

$$
\exp\Big[2\ln\frac ba-2\sum_n\frac{h}{\rho_n}\Big].
$$

The midpoint rule misses $h^3f''(\rho)/24$ per step at leading order. For $f=1/r$, $f''=2/r^3$, and the sum of the missing pieces is

$$
\sum_n\frac{h^3}{12\rho_n^3}\approx\frac{h^2}{12}\int_a^b\frac{dr}{r^3}=\frac{h^2}{24}\Big(\frac1{a^2}-\frac1{b^2}\Big).
$$

Twice this is the relative defect, $\frac{0.0016}{12}\left(1-\frac1{441}\right)=1.330\times10^{-4}$. The computed defect is also $1.330\times10^{-4}$. The power $(h/a)^2$ from scaling is right in this form, with coefficient close to $1/12$. The conservation found for $P$ and $Q$ thus depends on the zero trace and is not a property of the exponential alone.

### Conservation and accuracy

A correct $W$ does not make the solution correct. To find the order of the exponential step, let $Y_m$ be the exact solution at the midpoint and $A$, $A'$ the values there. With $Y''=(A'+A^2)Y$,

$$
Y(r+h)=\Big[I+\frac h2A+\frac{h^2}{8}(A'+A^2)\Big]Y_m+O(h^3).
$$

Multiply by $e^{-hA/2}=I-\frac h2A+\frac{h^2}8A^2+O(h^3)$. The terms in $A$ cancel, and those in $A^2$ add to $\frac18-\frac14+\frac18=0$:

$$
e^{-hA/2}\,Y(r+h)=\Big[I+\frac{h^2}{8}A'\Big]Y_m+O(h^3).
$$

Replacing $h$ by $-h$ gives the same expression for $e^{hA/2}\,Y(r)$. Subtracting, and multiplying by $e^{hA/2}$, gives $Y(r+h)=e^{hA}Y(r)+O(h^3)$. With a number of steps proportional to $1/h$, the error at fixed $r$ is $O(h^2)$ for smooth $V$. RK4 has error $O(h^4)$.

The errors below refer to solution 1 at 21 bohr, relative to its amplitude $\sqrt{P^2+s^2Q^2}$. The weight $s=\sqrt{(E+2c^2)/E}\approx19.4$ puts $P$ and $Q$ on the same scale.

| $h$ (bohr) | Exponential | RK4 | RK4, $W-1$ |
|---|---|---|---|
| 0.04 | $5.8\times10^{-4}$ | $2.7\times10^{-1}$ | $-2.4\times10^{-1}$ |
| 0.01 | $3.6\times10^{-5}$ | $1.1\times10^{-3}$ | $-2.8\times10^{-4}$ |
| 0.0025 | $2.2\times10^{-6}$ | $4.4\times10^{-6}$ | $-2.8\times10^{-7}$ |
| 0.00125 | $5.5\times10^{-7}$ | $2.8\times10^{-7}$ | $-8.7\times10^{-9}$ |

At the last halving of $h$ the errors fall by factors of 4.00 and 16.00, as the orders require. At large steps the exponential method is far better, since it is exact for constant $A$ and $A$ changes slowly over most of the range. For this solution and end point, RK4 overtakes it between $h=0.0025$ and $0.00125$ bohr, even though its $W$ still drifts. The crossing point shifts with the starting values and the range. This compares equal steps, not equal computing time.

The RK4 drift falls by about 32 at the last halving. This agrees with the local factor: $q^6/72$ per step, summed over $20/h$ steps, scales as $h^5$.

### A forbidden region

Exact conservation holds in exact arithmetic. Take $E=-100$ hartree and integrate from 1 to 3 bohr with $h=0.04$ bohr, where $m>0$ throughout. Both columns pick up the growing solution, and at the end $P_1Q_2\approx1.9\times10^{20}$. $W=1$ must then emerge as the difference of two numbers of this size. Double precision carries 53 binary digits, so neighbouring numbers near $1.9\times10^{20}$ are $2^{15}=32768$ apart, and a difference of 1 cannot be represented. The difference of the two rounded products is a multiple of 32768, and which multiple appears depends on the rounding. In this run the computed columns give $W=0$.

The step itself is not at fault: the product of the 50 step determinants differs from 1 by $2.9\times10^{-15}$. With 60 decimal digits the columns give $W=1$ with no visible difference, at a resolution of about $2\times10^{-41}$ for products of this size. In double precision the two columns have become numerically parallel, and the information about the second independent solution is lost although every step had unit determinant. The complete figures are in the numerical output.

## Numbers as computed

```
speed of light c = 137.035999 a.u.
Z = 50, kappa = -1, E = 100 hartree
range 1 to 21 bohr
step h = 0.0400 bohr, steps = 500, first midpoint = 1.0200 bohr
A11 = 0.980392, A12 = 275.159447 1/bohr
A21 = -1.087449, A22 = -0.980392 1/bohr
m = -298.26059 1/bohr^2, k = 17.270223 1/bohr, kh = 0.690809
cos(kh) = 0.77073086, sin(kh)/k = 0.03689361 bohr
M11 = 0.80690107, M12 = 10.15162501
M21 = -0.04011990, M22 = 0.73456066
first-step det, exponential: 1.000000000000
first-step det, explicit midpoint: 1.05575354
first-step det, RK4: 0.99858084
final W - 1, exponential midpoint: -1.0e-14
final W, explicit midpoint: 2.4830e+06, estimate 2.5570e+06
final W, RK4: 0.757358, estimate 0.757355
weight of Q in the error norm = 19.40560
h (bohr) | rel. error exp. | rel. error RK4 | W-1 exp. | W-1 RK4
0.04000 | 5.799e-04 | 2.714e-01 | -1.0e-14 | -2.426e-01
0.02000 | 1.426e-04 | 1.816e-02 | -1.1e-14 | -8.942e-03
0.01000 | 3.551e-05 | 1.138e-03 | 5.3e-15 | -2.830e-04
0.00500 | 8.868e-06 | 7.111e-05 | -2.7e-15 | -8.863e-06
0.00250 | 2.216e-06 | 4.445e-06 | 1.3e-15 | -2.771e-07
0.00125 | 5.540e-07 | 2.778e-07 | 1.3e-14 | -8.661e-09
last error ratio on halving h: exp. 4.000, RK4 16.001
G,F form: relative defect of r^2 W = 1.33003e-04, formula 1.33031e-04
forbidden run: E = -100 hartree, 1 to 3 bohr, h = 0.0400 bohr
size of P1*Q2 at the end = 1.946e+20
W from double-precision columns = 0.000e+00
product of step determinants - 1 = 2.9e-15
|W - 1| with 60 digits = 0.0
```
